# Expanding pure Gaussian shells in Cartesian Gaussians: the Schlegel–Frisch formula: test program

```python
# Result under test: Schlegel-Frisch coefficients c with
#   G(l,m) = sum c(l,m,lx,ly,lz) g(lx,ly,lz),  l = lx+ly+lz, mu = |m|,
#   g = normalised x^lx y^ly z^lz exp(-alpha r^2), G = normalised r^l Y_lm exp(-alpha r^2),
#   Y_lm without Condon-Shortley phase.  c = W*A*B, j = (lx+ly-mu)/2 a non-negative integer,
#   W^2 = (2lx)!(2ly)!(2lz)! l!(l-mu)!/[(2l)! lx! ly! lz! (l+mu)!]
#   A = 1/(2^l l!) sum_i C(l,i)C(i,j)(-1)^i (2l-2i)!/(l-mu-2i)!
#     = (-1)^j (l+mu)!/(2^(mu+2j) j!(mu+j)!(l-mu-2j)!)
#   B = sum_k C(j,k) C(mu,lx-2k) (sign(m) i)^(mu-lx+2k)
# Real functions: +mu -> sqrt2 Re c(l,mu), -mu -> sqrt2 Im c(l,mu).
# S = overlap of normalised Cartesians of one shell, C = real coefficient matrix.
from fractions import Fraction as Fr
from math import factorial as fac, comb, pi, sqrt
import numpy as np, sympy as sp, mpmath as mp
from scipy.special import lpmv
from scipy.integrate import quad
from scipy.constants import physical_constants
from pyscf import gto, scf, ao2mo
scf.hf.MUTE_CHKFILE = True

def dfac(n):
    return 1 if n <= 0 else n*dfac(n-2)
def dd(a):
    return dfac(2*a[0]-1)*dfac(2*a[1]-1)*dfac(2*a[2]-1)
def carts(l):
    return [(a, b, l-a-b) for a in range(l, -1, -1) for b in range(l-a, -1, -1)]
def A_terms(l, mu, j):
    return [comb(l, i)*comb(i, j)*(-1)**i*fac(2*l-2*i)//fac(l-mu-2*i) for i in range((l-mu)//2+1)]
def A_sum(l, mu, j):
    return Fr(sum(A_terms(l, mu, j)), 2**l*fac(l))
def A_closed(l, mu, j):
    return Fr((-1)**j*fac(l+mu), 2**(mu+2*j)*fac(j)*fac(mu+j)*fac(l-mu-2*j))
def parts(l, m, a):
    lx, ly, lz = a
    mu = abs(m)
    W2 = Fr(fac(2*lx)*fac(2*ly)*fac(2*lz)*fac(l)*fac(l-mu),
            fac(2*l)*fac(lx)*fac(ly)*fac(lz)*fac(l+mu))
    if (lx+ly-mu) % 2 or lx+ly < mu:
        return W2, Fr(0), 0, 0
    j = (lx+ly-mu)//2
    re = im = 0
    for k in range(j+1):
        p = lx-2*k
        if 0 <= p <= mu:
            w, q = comb(j, k)*comb(mu, p), (mu-p) % 4
            re += w*(1, 0, -1, 0)[q]
            im += w*(0, 1, 0, -1)[q]*(1 if m >= 0 else -1)
    return W2, A_sum(l, mu, j), re, im
def rat(f):
    return sp.Rational(f.numerator, f.denominator)
def c_complex(l, m, a):
    W2, A, re, im = parts(l, m, a)
    return sqrt(W2)*float(A)*complex(re, im)
def c_real_exact(l, m, a):
    W2, A, re, im = parts(l, abs(m), a)
    return sp.sqrt(rat(W2)*(2 if m else 1))*rat(A)*(re if m >= 0 else im)
def C_real(l):
    out = np.zeros((2*l+1, len(carts(l))))
    for m in range(-l, l+1):
        for n, a in enumerate(carts(l)):
            c = c_complex(l, abs(m), a)
            out[m+l, n] = (sqrt(2) if m else 1)*(c.real if m >= 0 else c.imag)
    return out

# references from definitions: all norms by quadrature
gh_x, gh_w = np.polynomial.hermite.hermgauss(30)
gl_x, gl_w = np.polynomial.legendre.leggauss(30)
def moment(n, alpha):
    s = sqrt(2*alpha)
    return np.sum(gh_w*(gh_x/s)**n)/s
def cart_norm(a, alpha):
    return np.prod([moment(2*n, alpha) for n in a])**-0.5
def radial_norm(l, alpha):
    return quad(lambda r: r**(2*l+2)*np.exp(-2*alpha*r*r), 0, 10/sqrt(alpha),
                epsabs=0, epsrel=1e-12, limit=200)[0]**-0.5
def Y_ref(l, m, t, phi):
    mu = abs(m)
    norm = (2*pi*np.sum(gl_w*lpmv(mu, l, gl_x)**2))**-0.5
    return norm*(-1)**mu*lpmv(mu, l, t)*np.exp(1j*m*phi)

rng = np.random.default_rng(7)
pts = rng.normal(size=(400, 3))
pts *= (rng.uniform(0.6, 1.4, 400)/np.linalg.norm(pts, axis=1))[:, None]
rad = np.linalg.norm(pts, axis=1)
cost, phi = pts[:, 2]/rad, np.arctan2(pts[:, 1], pts[:, 0])
fit_err = 0.0
for alpha in (0.45, 1.3):
    for l in range(9):
        Nr = radial_norm(l, alpha)
        assert abs(Nr**2/(2**(l+2)*(2*alpha)**(l+1.5)/(dfac(2*l+1)*sqrt(pi)))-1) < 1e-10
        cols = []
        for a in carts(l):
            Nc = cart_norm(a, alpha)
            assert abs(Nc**2/((2*alpha/pi)**1.5*(4*alpha)**l/dd(a))-1) < 1e-11
            cols.append(Nc*np.prod(pts**np.array(a), axis=1)*np.exp(-alpha*rad**2))
        design = np.array(cols).T.astype(complex)
        G = {m: Nr*rad**l*np.exp(-alpha*rad**2)*Y_ref(l, m, cost, phi) for m in range(-l, l+1)}
        Cr = C_real(l)
        for m in range(-l, l+1):
            mu = abs(m)
            fit = np.linalg.lstsq(design, G[m], rcond=None)[0]
            fit_err = max(fit_err, np.abs(fit-[c_complex(l, m, a) for a in carts(l)]).max())
            if m == 0:
                real_fn = G[0]
            elif m > 0:
                real_fn = (G[mu]+G[-mu])/sqrt(2)
            else:
                real_fn = (G[mu]-G[-mu])/(1j*sqrt(2))
            fit = np.linalg.lstsq(design, real_fn, rcond=None)[0]
            fit_err = max(fit_err, np.abs(fit-Cr[m+l]).max())
            for n, a in enumerate(carts(l)):
                if (a[2]-l+mu) % 2 or a[2] > l-mu or a[1] % 2 != (1 if m < 0 else 0):
                    assert abs(fit[n]) < 1e-8
assert fit_err < 1e-8

# angular constant K, derivative of P_l at t=1, and Condon-Shortley relation
t = sp.symbols('t')
for l in range(7):
    for m in range(-l, l+1):
        mu = abs(m)
        dP = sp.legendre(l, t)
        for _ in range(mu):
            dP = sp.diff(dP, t)
        assert dP.subs(t, 1) == sp.Rational(fac(l+mu), 2**mu*fac(mu)*fac(l-mu))
        th, ph = 0.83, 2.1
        ours = sqrt((2*l+1)*fac(l-mu)/(4*pi*fac(l+mu)))*np.sin(th)**mu \
            * float(dP.subs(t, np.cos(th)))*np.exp(1j*m*ph)
        assert abs(ours-Y_ref(l, m, np.cos(th), ph)) < 1e-11
        assert abs(complex(mp.spherharm(l, m, th, ph))-((-1)**m if m > 0 else 1)*ours) < 1e-11
for l in range(15):
    for mu in range(l+1):
        for j in range((l-mu)//2+1):
            assert A_sum(l, mu, j) == A_closed(l, mu, j)

# the polynomial is harmonic and an eigenfunction of L_z, exactly
x, y, z = sp.symbols('x y z')
for l in range(2, 6):
    for m in range(-l, l+1):
        poly = 0
        for a in carts(l):
            W2, A, re, im = parts(l, m, a)
            poly += sp.sqrt(rat(W2)/dd(a))*rat(A)*(re+sp.I*im)*x**a[0]*y**a[1]*z**a[2]
        assert poly != 0
        assert sp.expand(sp.diff(poly, x, 2)+sp.diff(poly, y, 2)+sp.diff(poly, z, 2)) == 0
        assert sp.expand(-sp.I*(x*sp.diff(poly, y)-y*sp.diff(poly, x))-m*poly) == 0

def times_r2(poly):
    out = {}
    for a, v in poly.items():
        for k in range(3):
            b = tuple(a[i]+2*(i == k) for i in range(3))
            out[b] = out.get(b, 0.0)+v
    return out
def on_normalised(poly, l):
    return np.array([poly.get(a, 0.0)*sqrt(dd(a)) for a in carts(l)])

metric = {}
for l in range(2, 9):
    cs = carts(l)
    S = np.array([[cart_norm(a, 0.8)*cart_norm(b, 0.8)
                   * np.prod([moment(a[i]+b[i], 0.8) for i in range(3)]) for b in cs] for a in cs])
    S_formula = np.array([[0.0 if any((a[i]+b[i]) % 2 for i in range(3)) else
                           np.prod([float(dfac(a[i]+b[i]-1)) for i in range(3)])/sqrt(dd(a)*dd(b))
                           for b in cs] for a in cs])
    assert np.abs(S-S_formula).max() < 1e-11
    C = C_real(l)
    assert np.abs(C@S@C.T-np.eye(2*l+1)).max() < 1e-10
    nonorth = np.abs(C@C.T-np.eye(2*l+1)).max()
    assert nonorth > 0.1
    P = C.T@C@S
    assert np.abs(P@P-P).max() < 1e-9 and abs(np.trace(P)-(2*l+1)) < 1e-9
    for a in carts(l-2):
        v = on_normalised(times_r2({a: 1.0}), l)
        assert np.abs(C@S@v).max() < 1e-10*np.abs(v).max()
    metric[l] = (S, nonorth, ((C@S)[:, 0]**2).sum())
# pure weight of x^l from a Legendre projection of t^l
for l in (2, 3, 4):
    Pl = lpmv(0, l, gl_x)
    weight = np.sum(gl_w*Pl*gl_x**l)**2/(np.sum(gl_w*Pl**2)*np.sum(gl_w*gl_x**(2*l)))
    assert abs(weight-metric[l][2]) < 1e-11
    ratio = np.array([sqrt((2*l+1)/(4*pi)*dfac(2*l-1)/dd(a)) for a in carts(l)])
    assert np.abs(gto.cart2sph(l)-(C_real(l)*ratio).T).max() < 1e-11

def label(a):
    return 'x'*a[0]+'y'*a[1]+'z'*a[2]
print("real coefficients on normalised Cartesians (dimensionless)")
for l in (2, 3, 4):
    for m in range(-l, l+1):
        items = [(label(a), c_real_exact(l, m, a)) for a in carts(l)]
        assert np.allclose([float(v) for _, v in items], C_real(l)[m+l], atol=1e-13)
        print(f"{'spdfg'[l]}{m:+d}: "+", ".join(f"{s} {v}" for s, v in items if v != 0))
print(f"max |fitted - formula|, l<=8: {fit_err:.1e}")
print(f"2^l l! for l=4: {2**4*fac(4)}")
for a in ((1, 1, 2), (3, 1, 0)):
    W2, A, re, im = parts(4, 2, a)
    j = (a[0]+a[1]-2)//2
    print(f"g-2 {label(a)}: j={j} W^2={W2} i-terms={A_terms(4, 2, j)} A={A} B={re}+{im}i")
    print(f"g-2 {label(a)}: c = {c_real_exact(4, -2, a)} = {float(c_real_exact(4, -2, a)):.6f}")
print("g+2 xxyy: (W^2, A, Re B, Im B) =", tuple(str(v) for v in parts(4, 2, (2, 2, 0))))
print(f"overlap <xx|yy> = {metric[2][0][0, 3]:.6f}")
for l in (2, 3, 4):
    print(f"l={l}: max|CC^T-1| = {metric[l][1]:.4f}, pure weight of {'x'*l} = {metric[l][2]:.6f}")

# Be atom, cc-pVQZ
mol_s = gto.M(atom='Be 0 0 0', basis='cc-pvqz', cart=False, verbose=0)
mol_c = gto.M(atom='Be 0 0 0', basis='cc-pvqz', cart=True, verbose=0)
Sc, Ss = mol_c.intor('int1e_ovlp'), mol_s.intor('int1e_ovlp')
hc = mol_c.intor('int1e_kin')+mol_c.intor('int1e_nuc')
nc, ns = Sc.shape[0], Ss.shape[0]
scale = np.diag(Sc)**-0.5
T = np.zeros((nc, ns))
extra_s, extra_pd, count = [], [], {}
row = col = 0
def embed(vec, start):
    out = np.zeros(nc)
    out[start:start+len(vec)] = vec*scale[start:start+len(vec)]
    return out
for shell in range(mol_c.nbas):
    l = int(mol_c.bas_angular(shell))
    C = C_real(l)
    if l == 1:
        C = C[[2, 0, 1]]          # PySCF orders p as x, y, z
    for _ in range(mol_c.bas_nctr(shell)):
        count[l] = count.get(l, 0)+1
        for k in range(2*l+1):
            T[:, col+k] = embed(C[k], row)
        for low in range(l-2, -1, -2):
            for cvec in C_real(low):
                poly = {a: cvec[n]/sqrt(dd(a)) for n, a in enumerate(carts(low))}
                for _r in range((l-low)//2):
                    poly = times_r2(poly)
                (extra_s if low == 0 else extra_pd).append(embed(on_normalised(poly, l), row))
        row += C.shape[1]
        col += 2*l+1
assert row == nc and col == ns
assert np.linalg.matrix_rank(np.column_stack([T]+extra_s+extra_pd)) == nc
origin = (0.3, -0.7, 1.1)
with mol_c.with_rinv_origin(origin):
    Rc = mol_c.intor('int1e_rinv')
with mol_s.with_rinv_origin(origin):
    Rs = mol_s.intor('int1e_rinv')
err_S, err_R = np.abs(T.T@Sc@T-Ss).max(), np.abs(T.T@Rc@T-Rs).max()
assert err_S < 1e-10 and err_R < 1e-10

eri_c = mol_c.intor('int2e', aosym='s8')
eri_s = mol_s.intor('int2e', aosym='s8')
mf = scf.RHF(mol_s)
mf.chkfile = None
mf._eri = eri_s
mf.conv_tol, mf.conv_tol_grad = 1e-11, 1e-7
E_native = mf.kernel()
assert mf.converged
nocc = 2
def mp2(eri, mo, eps):
    o, v = mo[:, :nocc], mo[:, nocc:]
    nv = v.shape[1]
    g = ao2mo.incore.general(eri, (o, v, o, v), compact=False).reshape(nocc, nv, nocc, nv)
    d = eps[:nocc, None]-eps[None, nocc:]
    return np.sum(g*(2*g-g.transpose(0, 3, 2, 1))/(d[:, :, None, None]+d[None, None, :, :]))
def rhf(basis):
    basis = basis/np.sqrt(np.einsum('pi,pq,qi->i', basis, Sc, basis))
    s, U = np.linalg.eigh(basis.T@Sc@basis)
    X = basis@U/np.sqrt(s)
    D = T@mf.make_rdm1()@T.T
    focks, errs = [], []
    for _ in range(60):
        J, K = scf.hf.dot_eri_dm(eri_c, D, hermi=1)
        F = hc+J-0.5*K
        Fo, Do = X.T@F@X, X.T@Sc@D@Sc@X
        e = (Fo@Do-Do@Fo).ravel()
        if np.abs(e).max() < 3e-8:
            eps, V = np.linalg.eigh(Fo)
            return 0.5*np.sum(D*(hc+F)), X@V, eps, s.min()
        focks, errs = focks[-6:]+[Fo], errs[-6:]+[e]
        if len(errs) > 1:
            w = np.linalg.lstsq(np.array([q-e for q in errs[:-1]]).T, -e, rcond=1e-10)[0]
            Fo = Fo+sum(wi*(f-Fo) for wi, f in zip(w, focks[:-1]))
        occ = X@np.linalg.eigh(Fo)[1][:, :nocc]
        D = 2*occ@occ.T
    raise RuntimeError("SCF not converged")
E_pure, mo_p, eps_p, smin_p = rhf(T)
E_cart, mo_c, eps_c, smin_c = rhf(np.eye(nc))
E_plus_s = rhf(np.column_stack([T]+extra_s))[0]
E_plus_pd = rhf(np.column_stack([T]+extra_pd))[0]
E2_native = mp2(eri_s, mf.mo_coeff, mf.mo_energy)
E2_pure, E2_cart = mp2(eri_c, mo_p, eps_p), mp2(eri_c, mo_c, eps_c)
assert abs(E_pure-E_native) < 1e-9
assert abs(E2_pure-E2_native) < 1e-7      # MP2 error is linear in the SCF gradient
assert E_cart < E_pure-1e-8
assert abs(E_plus_s-E_cart) < 1e-9 and abs(E_plus_pd-E_pure) < 1e-9
hartree_meV = physical_constants['Hartree energy in eV'][0]*1e3
print("Be cc-pVQZ shells:", "".join(f"{count[l]}{'spdfg'[l]}" for l in sorted(count)))
print(f"functions: Cartesian {nc}, pure {ns}; contaminants s {len(extra_s)}, p+d {len(extra_pd)}")
print(f"origin of off-centre 1/r: {origin} bohr")
print(f"max error overlap {err_S:.1e}, 1/r matrix {err_R:.1e} 1/bohr")
print(f"smallest overlap eigenvalue: pure {smin_p:.3e}, Cartesian {smin_c:.3e}")
print(f"RHF native spherical      {E_native:.9f} Eh")
print(f"RHF transformed pure      {E_pure:.9f} Eh")
print(f"RHF Cartesian             {E_cart:.9f} Eh")
print(f"RHF pure + s contaminants {E_plus_s:.9f} Eh")
print(f"RHF pure + p,d contamin.  {E_plus_pd:.9f} Eh")
print(f"RHF Cartesian - pure: {(E_cart-E_pure)*1e6:.3f} uEh = {(E_cart-E_pure)*hartree_meV:.4f} meV")
print(f"MP2 corr native spherical {E2_native:.7f} Eh")
print(f"MP2 corr transformed pure {E2_pure:.7f} Eh")
print(f"MP2 corr Cartesian        {E2_cart:.7f} Eh")
print(f"MP2 corr Cartesian - pure: {(E2_cart-E2_pure)*1e3:.4f} mEh")
print("finished without a failed check")
```

Printed output:

```
real coefficients on normalised Cartesians (dimensionless)
d-2: xy 1
d-1: yz 1
d+0: xx -1/2, yy -1/2, zz 1
d+1: xz 1
d+2: xx sqrt(3)/2, yy -sqrt(3)/2
f-3: xxy 3*sqrt(2)/4, yyy -sqrt(10)/4
f-2: xyz 1
f-1: xxy -sqrt(30)/20, yyy -sqrt(6)/4, yzz sqrt(30)/5
f+0: xxz -3*sqrt(5)/10, yyz -3*sqrt(5)/10, zzz 1
f+1: xxx -sqrt(6)/4, xyy -sqrt(30)/20, xzz sqrt(30)/5
f+2: xxz sqrt(3)/2, yyz -sqrt(3)/2
f+3: xxx sqrt(10)/4, xyy -3*sqrt(2)/4
g-4: xxxy sqrt(5)/2, xyyy -sqrt(5)/2
g-3: xxyz 3*sqrt(2)/4, yyyz -sqrt(10)/4
g-2: xxxy -sqrt(35)/14, xyyy -sqrt(35)/14, xyzz 3*sqrt(7)/7
g-1: xxyz -3*sqrt(14)/28, yyyz -3*sqrt(70)/28, yzzz sqrt(70)/7
g+0: xxxx 3/8, xxyy 3*sqrt(105)/140, xxzz -3*sqrt(105)/35, yyyy 3/8, yyzz -3*sqrt(105)/35, zzzz 1
g+1: xxxz -3*sqrt(70)/28, xyyz -3*sqrt(14)/28, xzzz sqrt(70)/7
g+2: xxxx -sqrt(5)/4, xxzz 3*sqrt(21)/14, yyyy sqrt(5)/4, yyzz -3*sqrt(21)/14
g+3: xxxz sqrt(10)/4, xyyz -3*sqrt(2)/4
g+4: xxxx sqrt(35)/8, xxyy -3*sqrt(3)/4, yyyy sqrt(35)/8
max |fitted - formula|, l<=8: 3.7e-14
2^l l! for l=4: 384
g-2 xyzz: j=0 W^2=1/12600 i-terms=[20160, -2880] A=45 B=0+2i
g-2 xyzz: c = 3*sqrt(7)/7 = 1.133893
g-2 xxxy: j=1 W^2=1/2520 i-terms=[0, -2880] A=-15/2 B=0+2i
g-2 xxxy: c = -sqrt(35)/14 = -0.422577
g+2 xxyy: (W^2, A, Re B, Im B) = ('1/4200', '-15/2', '0', '0')
overlap <xx|yy> = 0.333333
l=2: max|CC^T-1| = 0.5000, pure weight of xx = 0.444444
l=3: max|CC^T-1| = 0.9000, pure weight of xxx = 0.160000
l=4: max|CC^T-1| = 1.8723, pure weight of xxxx = 0.052245
Be cc-pVQZ shells: 5s4p3d2f1g
functions: Cartesian 70, pure 55; contaminants s 4, p+d 11
origin of off-centre 1/r: (0.3, -0.7, 1.1) bohr
max error overlap 8.9e-16, 1/r matrix 4.4e-16 1/bohr
smallest overlap eigenvalue: pure 6.752e-03, Cartesian 2.829e-05
RHF native spherical      -14.572968127 Eh
RHF transformed pure      -14.572968127 Eh
RHF Cartesian             -14.572971492 Eh
RHF pure + s contaminants -14.572971492 Eh
RHF pure + p,d contamin.  -14.572968127 Eh
RHF Cartesian - pure: -3.365 uEh = -0.0916 meV
MP2 corr native spherical -0.0488785 Eh
MP2 corr transformed pure -0.0488785 Eh
MP2 corr Cartesian        -0.0602997 Eh
MP2 corr Cartesian - pure: -11.4212 mEh
finished without a failed check
```
